# Cavity radius and exponential knots for the hydrogen 5s Dirac level: a numerical check

```python
# Result under test: a wall P(R)=0 raises the hydrogen 5s Dirac level by
#   Delta(R) ~ 1 / integral_{r_t}^{R} [2+(e0+1/r)/c^2]/P0(r)^2 dr ~ q P0(R)^2
# well beyond the turning point r_t = 1/|e0|, and exponential spline knots
# then give the free level to a relative error below 1e-10.
# Symbols (Hartree atomic units): P, Q large and small radial components,
# P0, Q0 the normalized free 5s state, e energy without rest energy, e0 its
# free value, c speed of light, q = -P0'/P0, lam decay constant of P0,
# gam exponent at the nucleus, beta knot stretching, M number of intervals.
# Point nucleus of infinite mass, Z = 1, kappa = -1:
#   P' - P/r = (e + 1/r + 2c^2) Q/c ,   Q' + Q/r = -(e + 1/r) P/c
import numpy as np
from mpmath import mp, mpf
from scipy import constants
from scipy.interpolate import BSpline
from scipy.linalg import block_diag, eigh, lu_factor, lu_solve
from scipy.optimize import brentq

mp.dps = 50
C = 1.0 / constants.fine_structure
c = mpf(C)
gam = mp.sqrt(1 - 1 / c**2)
HARTREE_EV = constants.physical_constants['Hartree energy in eV'][0]


def free_level(radial_number):
    n_eff = radial_number + gam
    return c**2 * (1 / mp.sqrt(1 + 1 / (c * n_eff)**2) - 1)


e0 = free_level(4)
lam = mp.sqrt(-e0 * (2 + e0 / c**2))
E0, LAM, GAM = float(e0), float(lam), float(gam)
r_turn = 1 / abs(E0)


def regular_series(e, terms):
    """Coefficients of P and Q divided by r^gam exp(-lam r)."""
    p, q = [mpf(1)], [c * (gam - 1)]
    for k in range(1, terms):
        a = (e + 2 * c**2) / c * q[-1] + lam * p[-1]
        b = -e / c * p[-1] + lam * q[-1]
        det = k * (k + 2 * gam)
        p.append(((gam + k + 1) * a + b / c) / det)
        q.append(((gam + k - 1) * b - a / c) / det)
    return p, q


# The series must terminate at the free level: this tests the level formula.
p_free, q_free = regular_series(e0, 6)
assert abs(p_free[5]) < mpf('1e-40') and abs(q_free[5]) < mpf('1e-40')
p_free, q_free = p_free[:5], q_free[:5]
norm2 = sum((p_free[i] * p_free[j] + q_free[i] * q_free[j])
            * mp.gamma(2 * gam + i + j + 1) / (2 * lam)**(2 * gam + i + j + 1)
            for i in range(5) for j in range(5))
scale = 1 / mp.sqrt(norm2)
p_num = np.array([float(scale * v) for v in p_free[::-1]])
q_num = np.array([float(scale * v) for v in q_free[::-1]])


def free_state(r):
    weight = r**GAM * np.exp(-LAM * r)
    return weight * np.polyval(p_num, r), weight * np.polyval(q_num, r)


def gauss(a, b, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (a + b) + 0.5 * (b - a) * x, 0.5 * (b - a) * w


r_all, w_all = gauss(0.0, 250.0, 140)
P_all, Q_all = free_state(r_all)
assert abs(w_all @ (P_all**2 + Q_all**2) - 1) < 1e-9


def quadrature_shift(R):
    r, w = gauss(r_turn, R, 80)
    P, _ = free_state(r)
    return 1 / (w @ ((2 + (E0 + 1 / r) / C**2) / P**2))


def leading_shift(R):
    P, Q = free_state(R)
    dP = P / R + (E0 + 1 / R + 2 * C**2) * Q / C
    return -dP * P


def spline_values(breaks, degree, r):
    knots = np.r_[[breaks[0]] * degree, breaks, [breaks[-1]] * degree]
    count = len(knots) - degree - 1
    spline = BSpline(knots, np.eye(count), degree)
    return spline(r), spline.derivative()(r)


def spline_5s(R, M, beta):
    """Refined 5s energy, all electron levels, size of each component basis."""
    u = np.linspace(0, 1, M + 1)
    breaks = R * (u if beta == 0 else np.expm1(beta * u) / np.expm1(beta))
    x, wx = np.polynomial.legendre.leggauss(20)
    half, mid = np.diff(breaks) / 2, (breaks[1:] + breaks[:-1]) / 2
    r = (mid[:, None] + half[:, None] * x).ravel()
    w = (half[:, None] * wx).ravel()
    P, dP = spline_values(breaks, 6, r)
    P, dP = P[:, 1:-1], dP[:, 1:-1]
    Q = spline_values(breaks, 5, r)[0][:, 1:]
    wcol, rcol = w[:, None], r[:, None]
    S = block_diag(P.T @ (wcol * P), Q.T @ (wcol * Q))
    K = C * Q.T @ (wcol * (dP - P / rcol))
    HP = P.T @ (wcol * (-1 / rcol) * P)
    HQ = Q.T @ (wcol * (-1 / rcol - 2 * C**2) * Q)
    H = np.block([[HP, K.T], [K, HQ]])
    H, S = (H + H.T) / 2, (S + S.T) / 2
    levels = eigh(H, S, eigvals_only=True)
    electron = levels[levels > -C**2]
    # Inverse iteration and a Rayleigh quotient remove the rounding error
    # that the very large eigenvalues bring into the full diagonalization.
    lu = lu_factor(H - (electron[4] + 1e-6) * S)
    v = np.ones(len(H))
    for _ in range(6):
        v = lu_solve(lu, S @ v)
        v /= np.sqrt(v @ (S @ v))
    return (v @ (H @ v)) / (v @ (S @ v)), electron, P.shape[1]


def cavity_level(R, seed):
    """Root in e of the regular solution P(R; e) = 0, by the secant method."""
    R = mpf(R)
    old, new = mpf(seed), mpf(seed) + mpf('1e-7')
    f_old = mp.polyval(regular_series(old, 260)[0][::-1], R)
    for _ in range(40):
        f_new = mp.polyval(regular_series(new, 260)[0][::-1], R)
        step = f_new * (new - old) / (f_new - f_old)
        old, new, f_old = new, new - step, f_new
        if abs(step) < mpf('1e-28'):
            return new
    raise RuntimeError('secant iteration did not converge')


def cavity_state(R, e, r):
    p, q = regular_series(e, 260)
    p, q = p[::-1], q[::-1]
    P, Q = [], []
    for point in r:
        s = mpf(float(point))
        weight = s**gam * mp.exp(-lam * s)
        P.append(float(weight * mp.polyval(p, s)))
        Q.append(float(weight * mp.polyval(q, s)))
    return np.array(P), np.array(Q)


# Radius for ten digits: half of the error budget goes to the cavity.
budget = 0.5e-10 * abs(E0)
R_need = brentq(lambda R: np.log(quadrature_shift(R) / budget), 100, 200)
R_design = 5.0 * np.ceil(R_need / 5)

radii = [40.0, 60.0, 80.0, 100.0, 120.0, R_design]
rows, spline_gap, slope_gap, overlap_gap = [], [], [], []
for R in radii:
    e_spline = spline_5s(R, 60, 4.0)[0]
    e = cavity_level(R, e_spline)
    delta = float(e - e0)
    spline_gap.append(abs(float(mpf(e_spline) - e)))
    r, w = gauss(0.0, R, 64)
    P, Q = cavity_state(R, e, np.append(r, R))
    Q_wall, P, Q = Q[-1], P[:-1], Q[:-1]
    assert np.count_nonzero(np.diff(np.sign(P))) == 4
    P0, Q0 = free_state(r)
    norm, overlap = w @ (P**2 + Q**2), w @ (P * P0 + Q * Q0)
    slope = -(2 * C**2 + float(e) + 1 / R) * Q_wall**2 / norm
    h = 1e-3
    difference = float((cavity_level(R + h, float(e))
                        - cavity_level(R - h, float(e)))
                       / (mpf(R + h) - mpf(R - h)))
    slope_gap.append(abs(slope / difference - 1))
    from_overlap = -C * free_state(R)[0] * Q_wall / overlap
    overlap_gap.append(abs(from_overlap / delta - 1))
    law = quadrature_shift(R) / delta if R > r_turn else None
    rows.append((R, delta, -slope / delta, leading_shift(R) / delta, law))

assert max(spline_gap) < 1e-12
assert max(slope_gap) < 1e-6
assert max(overlap_gap) < 1e-7
assert abs(rows[0][3] - 1) > 0.5          # simple law fails inside r_turn
for R, delta, rate, lead, law in rows[2:]:
    assert abs(lead - 1) < 0.06
    assert abs(law - 1) < (0.05 if R < 100 else 1e-3)
lead_errors = [abs(row[3] - 1) for row in rows[2:]]
assert all(np.diff(lead_errors) < 0)
rates = [row[2] for row in rows[1:]]
assert all(np.diff(rates) > 0) and rates[-1] < 2 * LAM
shift_design = rows[-1][1]
assert 0 < shift_design < budget

# Knot choice at the design radius, judged against the exact cavity level.
e_cavity = e0 + mpf(shift_design)


def spline_error(M, beta):
    return abs(float(mpf(spline_5s(R_design, M, beta)[0]) - e_cavity))


betas = list(range(9))
scan = [max(spline_error(M, b) for M in (12, 16, 20)) for b in betas]
beta_best = betas[int(np.argmin(scan))]
assert beta_best > 0
ladder = list(range(8, 50, 2))
errors = [spline_error(M, beta_best) for M in ladder]
adequate = [i for i in range(len(ladder)) if max(errors[i:]) < budget]
assert adequate
M_best = ladder[adequate[0]]
e_final, electron, size = spline_5s(R_design, M_best, beta_best)
uniform_error = spline_error(M_best, 0)
total_error = abs(float(mpf(e_final) - e0)) / abs(E0)
assert total_error < 1e-10
assert uniform_error > budget
# No intruder among the lowest five levels; the tolerance is far below the
# level spacing and leaves room for the spline error of the compact 1s state.
exact_levels = np.array([float(free_level(k)) for k in range(5)])
level_gap = np.max(np.abs(electron[:5] - exact_levels))
assert level_gap < 1e-4 and len(electron) == size
first_step = R_design * np.expm1(beta_best / M_best) / np.expm1(beta_best)
last_step = R_design - R_design * np.expm1(
    beta_best * (M_best - 1) / M_best) / np.expm1(beta_best)

print(f'speed of light c = {C:.6f} a.u.')
print(f'free 5s level e0 = {E0:.14f} hartree = {E0*HARTREE_EV:.9f} eV')
print(f'exponent gamma = {GAM:.10f} (no unit)')
print(f'decay constant lambda = {LAM:.9f} 1/bohr')
print(f'limiting decay rate 2 lambda = {2*LAM:.6f} 1/bohr')
print(f'turning point r_t = {r_turn:.5f} bohr')
print('Exact cavity shift and local decay rate -d ln(Delta)/dR:')
for R, delta, rate, lead, law in rows:
    print(f'  R = {R:.0f} bohr: Delta = {delta:.5e} hartree,'
          f' rate = {rate:.5f} 1/bohr')
print('Approximate shift divided by exact shift (no unit):')
for R, delta, rate, lead, law in rows:
    tail = '' if law is None else f', quadrature law {law:.8f}'
    print(f'  R = {R:.0f} bohr: q P0^2 {lead:.5f}{tail}')
print(f'largest spline-series difference, M=60, beta=4:'
      f' {max(spline_gap):.1e} hartree')
print(f'largest relative error of wall law: {max(slope_gap):.1e}')
print(f'largest relative error of overlap identity: {max(overlap_gap):.1e}')
print(f'error budget for each source = {budget:.4e} hartree')
print(f'radius where quadrature law meets budget = {R_need:.3f} bohr')
print(f'design radius = {R_design:.0f} bohr')
print(f'shift at design radius = {shift_design:.4e} hartree'
      f' = {shift_design*HARTREE_EV:.4e} eV')
print('Largest spline error over M = 12, 16, 20 at design radius:')
for b, err in zip(betas, scan):
    print(f'  beta = {b}: {err:.2e} hartree')
print(f'chosen beta = {beta_best} (no unit)')
print('Spline error with chosen beta:')
for M, err in list(zip(ladder, errors))[:12]:
    print(f'  M = {M}: {err:.2e} hartree')
print(f'smallest adequate M on the ladder = {M_best} intervals')
print(f'splines per component = {size}')
print(f'first interval = {first_step:.4f} bohr, last = {last_step:.3f} bohr')
print(f'uniform knots, same M: spline error = {uniform_error:.2e} hartree')
print(f'final spline 5s level = {e_final:.14f} hartree')
print(f'total relative error = {total_error:.2e} (no unit)')
print(f'largest error of lowest five levels = {level_gap:.1e} hartree')
print('no test failed')
```

Printed output:

```
speed of light c = 137.035999 a.u.
free 5s level e0 = -0.02000018105852 hartree = -0.544232652 eV
exponent gamma = 0.9999733740 (no unit)
decay constant lambda = 0.200000852 1/bohr
limiting decay rate 2 lambda = 0.400002 1/bohr
turning point r_t = 49.99955 bohr
Exact cavity shift and local decay rate -d ln(Delta)/dR:
  R = 40 bohr: Delta = 8.94028e-03 hartree, rate = 0.13498 1/bohr
  R = 60 bohr: Delta = 4.03472e-04 hartree, rate = 0.18122 1/bohr
  R = 80 bohr: Delta = 5.66580e-06 hartree, rate = 0.24322 1/bohr
  R = 100 bohr: Delta = 2.84907e-08 hartree, rate = 0.28223 1/bohr
  R = 120 bohr: Delta = 7.86432e-11 hartree, rate = 0.30527 1/bohr
  R = 135 bohr: Delta = 7.34796e-13 hartree, rate = 0.31726 1/bohr
Approximate shift divided by exact shift (no unit):
  R = 40 bohr: q P0^2 0.00392
  R = 60 bohr: q P0^2 1.00220, quadrature law 1.11789359
  R = 80 bohr: q P0^2 1.04292, quadrature law 0.99935822
  R = 100 bohr: q P0^2 1.01817, quadrature law 0.99998802
  R = 120 bohr: q P0^2 1.00986, quadrature law 0.99999995
  R = 135 bohr: q P0^2 1.00692, quadrature law 1.00000000
largest spline-series difference, M=60, beta=4: 1.5e-15 hartree
largest relative error of wall law: 1.6e-08
largest relative error of overlap identity: 2.3e-11
error budget for each source = 1.0000e-12 hartree
radius where quadrature law meets budget = 134.028 bohr
design radius = 135 bohr
shift at design radius = 7.3480e-13 hartree = 1.9995e-11 eV
Largest spline error over M = 12, 16, 20 at design radius:
  beta = 0: 1.04e-03 hartree
  beta = 1: 1.09e-05 hartree
  beta = 2: 1.77e-06 hartree
  beta = 3: 3.92e-07 hartree
  beta = 4: 3.57e-06 hartree
  beta = 5: 8.63e-05 hartree
  beta = 6: 5.84e-06 hartree
  beta = 7: 8.31e-04 hartree
  beta = 8: 1.02e-03 hartree
chosen beta = 3 (no unit)
Spline error with chosen beta:
  M = 8: 1.87e-04 hartree
  M = 10: 9.78e-06 hartree
  M = 12: 3.92e-07 hartree
  M = 14: 3.82e-08 hartree
  M = 16: 4.67e-09 hartree
  M = 18: 7.97e-10 hartree
  M = 20: 1.74e-10 hartree
  M = 22: 4.54e-11 hartree
  M = 24: 1.37e-11 hartree
  M = 26: 4.62e-12 hartree
  M = 28: 1.72e-12 hartree
  M = 30: 6.95e-13 hartree
smallest adequate M on the ladder = 30 intervals
splines per component = 34
first interval = 0.7439 bohr, last = 13.520 bohr
uniform knots, same M: spline error = 8.72e-07 hartree
final spline 5s level = -0.02000018105709 hartree
total relative error = 7.15e-11 (no unit)
largest error of lowest five levels = 6.4e-10 hartree
no test failed
```
